\section*{The Imaginary-Wavevector Loop and Its Peak near Midgap}

\section{How thick must the semiconductor be?}

A slab calculation of a metal--semiconductor contact requires a choice of how many semiconductor layers to include. Metal states whose energies lie in the semiconductor gap do not stop at the interface. They continue into the semiconductor as decaying tails, the metal-induced gap states. If the slab is too thin, tails from its two faces overlap and its middle is not bulk-like. The thickness needed depends on the decay rate, and the decay rate depends on where in the gap the energy lies.

The two-band nearly-free-electron model gives this dependence in closed form. The decay rate vanishes at both band edges and is largest near midgap. The peak is at midgap to leading order in the potential; in the full two-band model it lies below, by a fraction of the gap that is small for a weak potential and grows with its strength. The displacement matters if the peak is used to mark the energy at which the gap states change from valence to conduction character.

\section{The two-wave equations}

Hartree atomic units are used. One electron moves in the mean-field potential
\begin{equation}
U(x)=2V\cos(2gx)=V\left(e^{2igx}+e^{-2igx}\right),\qquad V>0 ,
\label{eq:U}
\end{equation}
with period $a=\pi/g$ and shortest reciprocal lattice vector $2g$. Taking $V>0$ costs no generality, because moving the origin by $a/2$ reverses the sign of the cosine. The zone boundary is at $k=g$, where the free waves $e^{igx}$ and $e^{-igx}$ have the same energy $g^2/2$ and are coupled by $V$. Near the boundary write $k=g+\kappa$ and keep these two waves:
\begin{equation}
\psi(x)=A\,e^{i(\kappa+g)x}+B\,e^{i(\kappa-g)x}.
\label{eq:ansatz}
\end{equation}
In $U\psi$, the term $Ve^{-2igx}$ turns the first wave into the second, and $Ve^{2igx}$ turns the second into the first. The other two products have wavenumbers $\kappa\pm3g$ and are dropped; their effect is estimated in Section~\ref{sec:full}.

Measure energy from the free value at the boundary, $\varepsilon=E-g^2/2$. Since $(\kappa\pm g)^2/2-g^2/2=\kappa^2/2\pm g\kappa$, equating the coefficients of the two exponentials in the Schr\"odinger equation gives
\begin{align}
\left(\tfrac12\kappa^2+g\kappa-\varepsilon\right)A+VB&=0, \label{eq:rowA}\\
VA+\left(\tfrac12\kappa^2-g\kappa-\varepsilon\right)B&=0. \label{eq:rowB}
\end{align}
A nonzero solution requires a vanishing determinant. The product of the diagonal entries is a difference of squares, so
\begin{equation}
\left(\varepsilon-\tfrac12\kappa^2\right)^2=g^2\kappa^2+V^2 .
\label{eq:det}
\end{equation}
Nothing here requires $\kappa$ to be real.

For real $\kappa$, the square root of \eqref{eq:det} gives the two bands. With $\sqrt{g^2\kappa^2+V^2}\approx V+g^2\kappa^2/(2V)$ they are, near the boundary,
\begin{equation}
\varepsilon_\pm=\tfrac12\kappa^2\pm\sqrt{g^2\kappa^2+V^2}
\approx \pm V+\frac{\kappa^2}{2}\left(1\pm\frac{g^2}{V}\right).
\label{eq:bands}
\end{equation}
The edges are $\pm V$, the gap is $E_g=2V$, and midgap is $\varepsilon=0$. The upper edge is a minimum. The lower edge is a maximum only if $1-g^2/V<0$, so the condition
\begin{equation}
0<V<g^2
\label{eq:cond}
\end{equation}
is assumed from here on. The curvatures define positive edge masses, in units of the electron mass:
\begin{equation}
m_c=\frac{V}{g^2+V},\qquad m_v=\frac{V}{g^2-V}.
\label{eq:masses}
\end{equation}
The valence mass is the larger, because the free-electron term $\kappa^2/2$ curves both bands upward: it sharpens the upper band and flattens the lower one.

\section{Solutions inside the gap}

Fix $\varepsilon$ with $-V<\varepsilon<V$ and look for $\kappa$. Put $\kappa=iq$, so that $\kappa^2=-q^2$. Equation \eqref{eq:det} becomes
\begin{equation}
\left(\varepsilon+\tfrac12q^2\right)^2+g^2q^2=V^2 .
\label{eq:circle}
\end{equation}
Expanding the square and multiplying by 4 gives a quadratic equation for $q^2$:
\begin{equation}
q^4+4(g^2+\varepsilon)q^2-4(V^2-\varepsilon^2)=0 .
\label{eq:quad}
\end{equation}
One quarter of its discriminant is
\begin{equation}
4(g^2+\varepsilon)^2+4(V^2-\varepsilon^2)=4\left(g^4+2g^2\varepsilon+V^2\right),
\label{eq:disc}
\end{equation}
which the left side shows to be positive in the gap. Both roots for $q^2$ are therefore real. Their product is $-4(V^2-\varepsilon^2)<0$, so one is positive and one negative. The positive root is
\begin{equation}
q^2=2\left[\sqrt{g^4+2g^2\varepsilon+V^2}-g^2-\varepsilon\right].
\label{eq:q}
\end{equation}
It gives $k=g\pm iq$: the real part of the wavevector stays at the zone boundary across the whole gap. For $q>0$, $e^{ikx}$ contains $e^{-qx}$ and decays towards positive $x$.

The negative root means a real $\kappa$, with $\kappa^2=2[\sqrt{g^4+2g^2\varepsilon+V^2}+g^2+\varepsilon]$, which tends to $4g^2$ for a weak potential. It looks like a propagating state in the gap, but it is an artefact of the truncation. At $\kappa\approx2g$ the two retained waves have wavenumbers near $3g$ and $g$. The wave near $g$ has the right energy, but its degenerate partner near $-g$, which would open the gap, is missing from the pair.

The full Schr\"odinger equation excludes such a state. It is of second order and so has two independent solutions at each energy. It has no first-derivative term, so their Wronskian is constant. If the two solutions are multiplied by $\lambda_1$ and $\lambda_2$ over one period, then $\lambda_1\lambda_2=1$. When one decays, with $\lambda_1=e^{i(g+iq)a}=-e^{-qa}$, the other has $\lambda_2=-e^{qa}$ and grows. No third solution is left to propagate.

\section{The loop and its peak}

Equation \eqref{eq:circle} is a sum of two squares equal to $V^2$, so an angle $\theta$ exists with
\begin{equation}
gq=V\sin\theta,\qquad \varepsilon+\tfrac12q^2=V\cos\theta .
\label{eq:param}
\end{equation}
Eliminating $q$ from the second relation gives
\begin{equation}
\varepsilon(\theta)=V\cos\theta-\frac{V^2}{2g^2}\sin^2\theta .
\label{eq:eps}
\end{equation}
At $\theta=0$ this is the conduction edge, $\varepsilon=V$, $q=0$; at $\theta=\pi$ it is the valence edge, $\varepsilon=-V$, $q=0$. Between them
\begin{equation}
\frac{d\varepsilon}{d\theta}=-V\sin\theta\left(1+\frac{V}{g^2}\cos\theta\right)<0 ,
\label{eq:mono}
\end{equation}
because \eqref{eq:cond} keeps the bracket positive. Each gap energy is thus met once as $\theta$ runs from $0$ to $\pi$, and $q$ is positive throughout. From $\pi$ to $2\pi$ the energy returns to $V$ through the same values with $q$ negative, which describes the growing solutions. The curve $(\varepsilon,q)$ closes on itself. This is the loop of imaginary wavevector, and it joins the real bands at their two edges.

The maximum can now be read off. Since $q=(V/g)\sin\theta$, it lies at $\theta=\pi/2$:
\begin{equation}
q_{\max}=\frac{V}{g}=\frac{E_g}{2g},\qquad
\varepsilon_{\rm peak}=-\frac{V^2}{2g^2}.
\label{eq:peak}
\end{equation}
Differentiating \eqref{eq:q} agrees: $dq^2/d\varepsilon=0$ requires $\sqrt{g^4+2g^2\varepsilon+V^2}=g^2$, hence $2g^2\varepsilon=-V^2$.

The peak is below midgap. As a fraction of the gap, the displacement is
\begin{equation}
\frac{|\varepsilon_{\rm peak}|}{E_g}=\frac{V}{4g^2},
\label{eq:frac}
\end{equation}
which vanishes for a weak potential. That is the sense in which the decay rate peaks at midgap. At midgap itself, setting $\varepsilon=0$ in \eqref{eq:q} and expanding the root to second order in $V^2/g^4$ gives
\begin{equation}
q_0^2=2\left[\sqrt{g^4+V^2}-g^2\right]\approx\frac{V^2}{g^2}\left(1-\frac{V^2}{4g^4}\right),
\qquad \frac{q_0}{q_{\max}}\approx1-\frac{V^2}{8g^4}.
\label{eq:mid}
\end{equation}
The position of the peak, relative to the gap, is corrected at first order in $V/g^2$, but the midgap rate differs from the peak rate only at second order. Using midgap to estimate the shortest tail is therefore safer than using it to locate the peak.

\section{Two limits}

\subsection{Weak potential: an ellipse}

By \eqref{eq:peak}, the term $q^2/2$ in \eqref{eq:circle} is at most $V^2/(2g^2)$, which is small beside $V$ when $V\ll g^2$. Dropping it leaves
\begin{equation}
\varepsilon^2+g^2q^2=V^2,\qquad q=\frac{\sqrt{V^2-\varepsilon^2}}{g}.
\label{eq:ellipse}
\end{equation}
This ellipse is symmetric about $\varepsilon=0$ and peaks exactly there. The dropped term comes from $\kappa^2/2$, the curvature of the free-electron parabola at the zone boundary. With it removed, the two free branches are straight lines of slopes $\pm g$ and the bands are mirror images. The displacement of the peak in the two-wave model is due to that curvature.

\subsection{Near the edges: one band at a time}

Let $\varepsilon=V-\delta$ with $0<\delta\ll V$. Then $q^2$ is small, and to first order in $\delta$ and $q^2$ equation \eqref{eq:circle} reads $V^2-2V\delta+Vq^2+g^2q^2=V^2$. At the other edge, $\varepsilon=-V+\delta$, the square is $V^2-2V\delta-Vq^2$ instead. Solving each for $q^2$ and comparing with \eqref{eq:masses},
\begin{equation}
q^2\approx\frac{2V\delta}{g^2+V}=2m_c\delta,\qquad
q^2\approx\frac{2V\delta}{g^2-V}=2m_v\delta .
\label{eq:edges}
\end{equation}
These are the tunnelling rates of a particle with the band-edge mass at a depth $\delta$ in the gap. The rate rises faster from the valence edge, where the mass is larger, in keeping with a peak on that side of midgap.

The one-band formulas cannot produce a peak, since each grows without limit as $\delta$ increases. The turnover needs both bands: going down from the conduction edge, the solution must eventually join the valence band, where $q$ is again zero.

\section{The tail and its attachment to the metal}

Equation \eqref{eq:rowA} with $\kappa=iq$, followed by \eqref{eq:param}, fixes the amplitude ratio:
\begin{equation}
\frac BA=\frac{\varepsilon+\frac12q^2-igq}{V}=\cos\theta-i\sin\theta=e^{-i\theta}.
\label{eq:ratio}
\end{equation}
The two waves have equal weight throughout the gap, and only their relative phase changes. Inserting this in \eqref{eq:ansatz} and taking out a factor $e^{-i\theta/2}$,
\begin{equation}
\psi(x)=2Ae^{-i\theta/2}\,e^{-qx}\cos\left(gx+\tfrac12\theta\right).
\label{eq:psi}
\end{equation}
Apart from a constant factor the function is real, so it carries no current. The cosine can be split into the two band-edge functions:
\begin{equation}
\cos\left(gx+\tfrac12\theta\right)=\cos\tfrac\theta2\,\cos gx-\sin\tfrac\theta2\,\sin gx .
\label{eq:mix}
\end{equation}
The function $\cos gx$ belongs to the conduction edge; its density is greatest where $U$ is greatest. The function $\sin gx$ belongs to the valence edge and gathers density where $U$ is lowest. Their weights, $\cos^2(\theta/2)$ and $\sin^2(\theta/2)$, are equal at $\theta=\pi/2$. In this model the energy of fastest decay is also the energy at which the tail changes from mainly valence to mainly conduction character.

In an infinite crystal \eqref{eq:psi} is not an allowed state, because it diverges for $x\to-\infty$. A metal removes the obstacle. Let the semiconductor occupy $x>x_0$ and let the metal be a region of constant potential where an electron of this energy has real wavenumber $p>0$. With no transmitted current, the incident and reflected waves combine into $C\cos[p(x-x_0)+\eta]$. Continuity of $\psi'/\psi$ at $x_0$ requires
\begin{equation}
p\tan\eta=q+g\tan\left(gx_0+\tfrac12\theta\right).
\label{eq:match}
\end{equation}
The tangent takes every real value, so a phase $\eta$ exists, and continuity of $\psi$ then fixes $C$. If the tail has a node at $x_0$, the choice $\eta=\pi/2$ serves. Every gap energy at which the metal has propagating states therefore has a state with a tail in the semiconductor.

The density of the tail is proportional to $e^{-2qx}\cos^2(gx+\theta/2)$. The squared cosine has period $a$, so from one cell to the next the density falls by the factor $e^{-2qa}$. The density decay length is
\begin{equation}
\ell=\frac1{2q}\;\ge\;\frac{g}{2V}=\frac{g}{E_g}.
\label{eq:length}
\end{equation}
At fixed $g$, a wider gap gives shorter tails. The amplitude with which a tail starts depends on $p$, $x_0$ and $\theta$ through the matching, so $q$ alone does not give the total charge in the gap states.

\section{What the neglected waves change}
\label{sec:full}

The peak displacement is of second order in $V$, and so is the effect of the dropped waves; the two must be compared. Near the boundary the wave at $g$ couples through $V$ to the one at $3g$, and the wave at $-g$ to the one at $-3g$. Second-order perturbation theory shifts each diagonal energy by
\begin{equation}
\frac{V^2}{g^2/2-9g^2/2}=-\frac{V^2}{4g^2}.
\label{eq:shift}
\end{equation}
The shift is the same for both waves, so it moves the whole loop down rigidly: midgap and peak move together. On the loop $|\kappa|$ is at most $V/g$, which changes the denominator by a relative amount of order $V/g^2$ and the shift by order $V^3/g^4$. The separation $V^2/(2g^2)$ between midgap and peak therefore survives, to leading order, in the full cosine potential.

This was tested by integrating the full Schr\"odinger equation over one period. By the multipliers found above, the trace of the transfer matrix in the gap is $-2\cosh(qa)$, which yields $q$ without any truncation to two waves.

\section{A worked case}

Take the round model parameters $g=0.5$ bohr$^{-1}$ and $V=0.05$ hartree. Then $V/g^2=0.2$, the period is $6.283$ bohr, and the gap is $0.1$ hartree, or $2.72$ eV. Equation \eqref{eq:peak} gives
\begin{equation}
q_{\max}=\frac{0.05}{0.5}=0.1\ \text{bohr}^{-1},\qquad
\varepsilon_{\rm peak}=-\frac{0.0025}{0.5}=-0.005\ \text{hartree}.
\end{equation}
The peak is $0.136$ eV below midgap, $5\%$ of the gap. The midgap rate is $0.0995$ bohr$^{-1}$, lower than the peak rate by $0.5\%$, as \eqref{eq:mid} predicts: $0.2^2/8=0.005$. The shortest density decay length is $5$ bohr, or $2.65$ \AA. Rates across the gap, in bohr$^{-1}$, are as follows.

\begin{center}
\begin{tabular}{rrrrr}
$\varepsilon/V$ & $\theta$ & two waves & ellipse & full cosine\\
$-0.8$ & $139^\circ$ & 0.0653 & 0.0600 & 0.0647\\
$-0.4$ & $108^\circ$ & 0.0951 & 0.0917 & 0.0943\\
$0.0$ & $84^\circ$ & 0.0995 & 0.1000 & 0.0988\\
$0.4$ & $61.5^\circ$ & 0.0879 & 0.0917 & 0.0873\\
$0.8$ & $34^\circ$ & 0.0556 & 0.0600 & 0.0553
\end{tabular}
\end{center}

For the last column, the first column is the energy from the midgap of the full potential in units of its own half-gap. The two-wave rates lie within $1\%$ of the full ones at these energies. The ellipse is good at midgap but misses the asymmetry: at $\pm0.8$ it is about $8\%$ from the two-wave rates, too low on the valence side and too high on the conduction side.

The edge masses are $m_c=0.05/0.30=0.167$ and $m_v=0.05/0.20=0.25$. Carried to midgap, $\delta=0.05$ hartree, the one-band formula gives $\sqrt{2(0.167)(0.05)}=0.129$ bohr$^{-1}$ from the conduction side and $0.158$ bohr$^{-1}$ from the valence side. Both are well above $0.0995$ bohr$^{-1}$, so a slab sized from an edge mass alone would be too thin.

In the full potential, midgap is at $E=0.1225$ hartree, lower than $g^2/2=0.125$ hartree by the $0.0025$ hartree of \eqref{eq:shift}. The peak is at $0.1176$ hartree, so the separation is $0.0049$ hartree, $0.98$ times $V^2/(2g^2)$. Halving $V$ twice brings this ratio to $0.995$ and then $0.999$; its distance from 1 falls about fourfold each time, as a correction of relative order $(V/g^2)^2$ would.

For this one-dimensional model, the rates answer the opening question; for a real semiconductor they must be replaced by rates computed for that crystal. For the density of a tail to fall to $1\%$ of its starting value takes
\begin{equation}
N=\frac{\ln 100}{2qa}
\label{eq:N}
\end{equation}
periods. At the peak $N=4.61/(2\times0.1\times6.283)=3.7$. At $\varepsilon=-0.8V$ it is $5.6$, and at $+0.8V$ it is $6.6$. In a slab with metal on both sides each tail must die out before the middle, so the thickness is at least $2N$: $7.3$ periods for states at the peak and $13.2$ for states at $+0.8V$, or 8 and 14 whole periods. The two tails add at the middle and double the density there; holding their sum to $1\%$ takes $\ln 200/(qa)$ periods, $8.4$ and $15.2$ respectively. Near an edge $q$ vanishes as $\sqrt\delta$ and no finite slab serves for every gap energy. The thickness has to be set by the gap energies that matter for the quantity being calculated.

\section{Where the result fails}

As $V$ approaches $g^2$, $m_v$ diverges. Beyond it the lower edge of the two-wave model is no longer a band maximum at the boundary, and \eqref{eq:mono} changes sign near $\theta=\pi$, so the loop dips below $-V$, to $\varepsilon=-(g^4+V^2)/(2g^2)$, before returning to it. For $q>0$, energies between $-V$ and $V$ are still met once, but those just below $-V$ are met twice, and the loop no longer ends at a band maximum. This is a failure of the truncation, whose small parameter is $V/g^2$; in the full cosine potential the lower edge remains a maximum.

In three dimensions, if the potential depends on $x$ alone, motion parallel to the interface adds $k_\parallel^2/2$ to the energy. The loop then applies with $\varepsilon=E-k_\parallel^2/2-g^2/2$, and metal states of one total energy but different $k_\parallel$ in general decay at different rates. Those whose $\varepsilon$ falls below $-V$, into the lower band, do not decay at all: in the worked case, with $E$ at midgap, this happens for $k_\parallel$ above about $0.32$ bohr$^{-1}$. Such a layered potential has no gap at fixed total energy and is not a model of a three-dimensional semiconductor. A crystal whose potential also varies along the interface couples more waves, and its decay rates must be computed for each $k_\parallel$. The derivation also keeps the bulk potential up to the interface. Charge transfer at the contact alters the potential in the first layers, where \eqref{eq:q} does not apply. Band bending in a depletion layer usually extends much further than the tail. Where the change of the potential over one decay length is small compared with the distance to the nearer band edge, \eqref{eq:q} still gives the local decay rate to a good approximation, with $\varepsilon$ measured from the local midgap. The condition is easiest to meet near midgap and fails as an edge is approached.

\section*{Computed values}
\begin{verbatim}
INPUT
g = 0.500 1/bohr, V = 0.050 hartree, V/g^2 = 0.200
period a = 6.2832 bohr
zone-boundary free energy g^2/2 = 0.1250 hartree
gap = 0.1000 hartree = 2.721 eV
TWO-WAVE MODEL
peak decay rate = 0.100000 1/bohr
peak energy from midgap = -0.005000 hartree = -0.1361 eV
peak displacement / gap = 0.0500
midgap decay rate = 0.099509 1/bohr
midgap rate / peak rate = 0.995085
shortest density length 1/(2q) = 5.0000 bohr = 2.646 angstrom
density factor per period at peak = 0.2846
conduction-edge mass = 0.1667 electron masses
valence-edge mass = 0.2500 electron masses
spurious real kappa at midgap = 1.0049 1/bohr
LOOP: energy from midgap in half-gaps; rates q in 1/bohr
fraction  theta(deg)  q two-wave  q ellipse  q full cosine
   -0.8      139.23     0.065300   0.060000     0.064725
   -0.4      108.03     0.095087   0.091652     0.094343
    0.0       84.32     0.099509   0.100000     0.098802
    0.4       61.50     0.087878   0.091652     0.087304
    0.8       33.80     0.055634   0.060000     0.055296
FULL COSINE POTENTIAL: energies in hartree, q in 1/bohr
V        gap       midgap    peak      q peak    separation ratio
0.0500  0.099751  0.122498  0.117595  0.099274  0.98057
0.0250  0.049969  0.124375  0.123131  0.049907  0.99504
0.0125  0.024996  0.124844  0.124532  0.024988  0.99875
separation ratio = (midgap - peak) / (V^2/(2 g^2)), no unit
\end{verbatim}
